# Nonlocal dipolar stiffness and effective dimension of a ferroelectric domain wall

**Q:** A flat 180 degree wall between domains polarized along $+z$ and $-z$ carries no charge if it lies parallel to the $z$ axis. If I bend it gently, its area grows and surface tension resists. Why should the bending energy need anything more?

**A:** Because the direction of the bend matters. Let the wall lie near the plane $x=0$, at $x=u(y,z)$, with no overhangs and small slopes. Treat it as thin compared with the wavelength of the bend. The spontaneous polarization is

$$P_z=P\,\mathrm{sgn}(u-x).$$

The derivative of $\mathrm{sgn}(s)$ is $2\delta(s)$, so the bound charge density is

$$\rho=-\partial_zP_z=-2P\,(\partial_zu)\,\delta(x-u).$$

Per unit area of the $yz$ plane, the wall carries the charge $-2P\,\partial_zu$. The sign is easy to follow. Where $u$ rises with $z$, a path along $+z$ passes from the $-P$ domain into the $+P$ domain. The two polarizations point away from each other and leave negative charge behind. If $u$ depends on $y$ alone, the wall stays parallel to the polarization and there is no charge. Bending along the polar axis therefore costs electrostatic energy, and bending across it does not.

**Q:** The domains are highly polarizable. Won't they cancel most of that charge?

**A:** They reduce its energy by a finite factor, which we can calculate. I use atomic units, in which a charge density $\rho$ produces $\nabla\cdot\mathbf E=4\pi\rho$. Let the domains respond linearly, with an induced polarization $\mathbf p$ and susceptibilities $\chi_i$, so that $\varepsilon_i=1+4\pi\chi_i$. The constants are $\varepsilon_a$ along $x$ and $y$ and $\varepsilon_c$ along $z$, equal in both domains. I neglect any different response inside the wall, and for now there are no free carriers.

At wavevector $\mathbf k$ the total charge is $\rho_t=\rho-i\mathbf k\cdot\mathbf p$, and the energy to be minimized is

$$F=\frac{2\pi|\rho_t|^2}{k^2}+\sum_i\frac{|p_i|^2}{2\chi_i}.$$

Define the potential $\phi=4\pi\rho_t/k^2$. Setting the derivative with respect to $p_i^*$ to zero gives

$$\frac{2\pi}{k^2}\rho_t\,(ik_i)+\frac{p_i}{2\chi_i}=0,\qquad p_i=-i\chi_ik_i\phi.$$

This is $p_i=\chi_iE_i$, as it should be. Inserting it into $k^2\phi=4\pi\rho_t$ gives

$$k^2\phi=4\pi\rho-4\pi\sum_i\chi_ik_i^2\phi,\qquad \phi=\frac{4\pi\rho}{\sum_i\varepsilon_ik_i^2}.$$

The two parts of the energy are $k^2|\phi|^2/(8\pi)$ and $\sum_i\chi_ik_i^2|\phi|^2/2$. Their sum is

$$F_{\min}=\frac{|\phi|^2}{8\pi}\sum_i\varepsilon_ik_i^2=\frac{2\pi|\rho|^2}{\sum_i\varepsilon_ik_i^2}.$$

**Q:** That is for a charge in the bulk. What does it give for the wall?

**A:** To leading order in $u$, put the charge on the plane $x=0$. With $\mathbf q=(q_y,q_z)$ and $u_{\mathbf q}=\int d^2r\,u\,e^{-i\mathbf q\cdot\mathbf r}$, the charge amplitude is $\rho=-2iPq_zu_{\mathbf q}$ for every $k_x$. Let $Q^2=\varepsilon_aq_y^2+\varepsilon_cq_z^2$. The integral over $k_x$ is

$$\int\frac{dk_x}{2\pi}\frac{1}{\varepsilon_ak_x^2+Q^2}=\frac{1}{2\sqrt{\varepsilon_a}\,Q},$$

so each mode has the energy $2\pi\cdot4P^2q_z^2|u_{\mathbf q}|^2/(2\sqrt{\varepsilon_a}Q)$.

Surface tension adds $\frac12\gamma|\nabla u|^2$ per area. Here $\gamma$ is the local stiffness, taken as equal in both directions. The total is

$$E=\frac12\int\frac{d^2q}{(2\pi)^2}K(\mathbf q)|u_{\mathbf q}|^2,$$

$$K=\gamma q^2+\frac{8\pi P^2q_z^2}{\sqrt{\varepsilon_a(\varepsilon_aq_y^2+\varepsilon_cq_z^2)}}.$$

The second term is of first order in $q$, while surface tension is of second order. For a bend along $z$ the electrostatic term therefore wins at long wavelength.

**Q:** You moved the charge of a bent wall onto a plane. How large is the error?

**A:** The interaction between two charge elements is even in their height difference $u-u'$, so its first correction is quadratic in that difference. At close range, $(u-u')^2$ is at most the squared slope times the squared separation, so the correction remains small there too. For a sine wave of amplitude $a$, the relative error in the electrostatic energy is thus of order $(aq)^2$.

Summing the Coulomb energy over the charge on a sinusoidal wall bent along $z$, with $\varepsilon_a=50$ and $\varepsilon_c=20$, gives 0.999 of the quadratic result at $aq=0.1$ and 0.976 at $aq=0.5$. In this case the quadratic energy is 2.4% of its own value too high at the larger slope. This comparison tests only the geometry. With the polarization used below, $P=0.02$ e/Å$^2$, the field along $z$ at the crests would reach 0.056 V/Å at $aq=0.5$, or 560 MV/m, where a linear dielectric response can no longer be trusted.

**Q:** Why call the term dipolar and nonlocal? So far I see charges and a square root.

**A:** Moving the wall by $u$ reverses the polarization in a slab of thickness $u$. Each unit area gains a dipole $2Pu$ along $z$. Take an isotropic dielectric constant $\varepsilon$ and let $\mathbf r$ join two wall elements, at angle $\theta$ to $z$. Integrating the charge energy by parts twice gives

$$\frac{2P^2}{\varepsilon}\iint\frac{\partial_zu\,\partial_{z'}u'}{r}
=\frac{2P^2}{\varepsilon}\iint uu'\,\partial_z\partial_{z'}\frac1r.$$

Since $\partial_{z'}=-\partial_z$ when acting on $1/r$, the kernel away from $r=0$ is

$$-\partial_z^2\frac1r=\frac{1-3\cos^2\theta}{r^3}.$$

The coupling between elements is therefore $V=4P^2(1-3\cos^2\theta)/(\varepsilon r^3)$, that of two parallel dipoles. It links distant parts of the wall, which is what nonlocal means here.

**Q:** That kernel diverges at $r=0$. Could a local term be hidden there?

**A:** In this continuum model a rigid shift of the wall costs nothing, which suggests writing the energy with differences:

$$E_{\rm dip}=-\frac14\iint V\,(u-u')^2.$$

Now the short-distance integral converges. To see whether anything was lost, calculate its stiffness:

$$K_{\rm dip}=-\int d^2r\,V\,[1-\cos(\mathbf q\cdot\mathbf r)].$$

Let $\mathbf q$ make the angle $\alpha$ with $z$. The radial integral is

$$\int_0^\infty\frac{1-\cos(cr)}{r^2}dr=\frac{\pi|c|}{2},\qquad c=q\cos(\theta-\alpha).$$

For the angular part, write $1-3\cos^2\theta=-\frac12-\frac32\cos2\theta$. Over a full turn,

$$\int|\cos(\theta-\alpha)|\,d\theta=4,\qquad
\int\cos2\theta\,|\cos(\theta-\alpha)|\,d\theta=\frac43\cos2\alpha.$$

The angular sum is $-2-2\cos2\alpha=-4\cos^2\alpha$, and hence

$$K_{\rm dip}=-\frac{4P^2}{\varepsilon}\,\frac{\pi q}{2}\,(-4\cos^2\alpha)=\frac{8\pi P^2q_z^2}{\varepsilon q}.$$

This equals the earlier result with $\varepsilon_a=\varepsilon_c=\varepsilon$, so no local term is missing.

**Q:** I accept the stiffness. But the wall is still a surface. In what sense could its dimension change?

**A:** Its geometric dimension does not. The useful question is which ordinary elastic wall has equally many soft modes. In $D$ dimensions, a wall with stiffness $\gamma k^2$ has a number of modes below stiffness $\kappa$ proportional to $\kappa^{D/2}$, because $k<\sqrt{\kappa/\gamma}$ fills a volume proportional to $k^D$. I define the effective dimension by this power at small $\kappa$.

First simplify $K$ at long wavelength. The soft modes vary mainly along $y$, so $|q_z|\ll|q_y|$. Then

$$K\simeq\gamma q_y^2+A\frac{q_z^2}{|q_y|},\qquad A=\frac{8\pi P^2}{\varepsilon_a}.$$

The two terms balance when $q_z^2=\ell|q_y|^3$, with $\ell=\gamma/A$. In lengths $L_y=1/|q_y|$ and $L_z=1/|q_z|$, this reads

$$L_z=\frac{L_y^{3/2}}{\sqrt\ell}.$$

The omitted term $\gamma q_z^2$ is smaller than $\gamma q_y^2$ by $q_z^2/q_y^2=\ell/L_y$. Expanding the square root gives a relative correction $(\varepsilon_c/2\varepsilon_a)\,\ell/L_y$ to the dipolar term. Both vanish for long waves. Neither $\varepsilon_c$ nor the local stiffness along $z$ survives in this limit.

**Q:** And the count?

**A:** The density of modes per unit wall area is $1/(4\pi^2)$ in the $\mathbf q$ plane. In one quadrant, $K<\kappa$ means

$$q_z<\sqrt{\frac{q_y(\kappa-\gamma q_y^2)}{A}}.$$

Four quadrants give

$$N(\kappa)=\frac{4}{4\pi^2}\int_0^{\sqrt{\kappa/\gamma}}dq_y\sqrt{\frac{q_y(\kappa-\gamma q_y^2)}{A}}.$$

Put $q_y=\sqrt{\kappa/\gamma}\,t$. The factor $\sqrt{q_y}\,dq_y$ supplies $(\kappa/\gamma)^{3/4}$, and the other root supplies $\sqrt{\kappa/A}$. With $s=t^2$,

$$\int_0^1\sqrt{t(1-t^2)}\,dt=\frac12\int_0^1s^{-1/4}(1-s)^{1/2}ds=\frac12B\!\left(\tfrac34,\tfrac32\right),$$

where $B$ is the beta function. The result is

$$N(\kappa)=\frac{2B(3/4,3/2)}{4\pi^2}\,\frac{\kappa^{5/4}}{A^{1/2}\gamma^{3/4}}.$$

Comparison with $\kappa^{D/2}$ gives $D=5/2$. Near $q_y=0$ the simplified $K$ fails, but that region has $q_y$ and $q_z$ of order $\kappa/A$ or less. Its area is of order $(\kappa/A)^2$, negligible beside $\kappa^{5/4}$.

**Q:** Can I see the extra half without counting modes?

**A:** Stretch the wall by $y\to by$ and $z\to b^{3/2}z$. Then $q_y^2$ falls by $b^2$, and $q_z^2/|q_y|$ falls by $b^3/b=b^2$. The whole stiffness scales like that of an ordinary elastic wall with length measured along $y$. The area grows by $b\cdot b^{3/2}=b^{5/2}$, instead of $b^2$. The polar direction counts as $3/2$ dimensions because a segment must be stretched more along $z$ to keep its two energies in balance.

**Q:** Put numbers in. Does this regime begin at a reachable length?

**A:** Take a generic model ferroelectric with $P=0.02$ e/Å$^2$, $\gamma=0.001$ eV/Å$^2$, $\varepsilon_a=50$ and $\varepsilon_c=20$. In these units $P^2$ is multiplied by the Coulomb constant 14.40 eV Å:

$$A=\frac{8\pi(14.40)(0.02)^2}{50}=2.90\times10^{-3}\ \mathrm{eV/Å^3},$$

or $1.58\times10^{-5}$ hartree/bohr$^3$. The crossover length is $\ell=0.001/0.00290=0.35$ Å. I take a wall width of 5 Å and exclude waves with $q>1/(5\ \text{Å})$. Thus $\ell$ lies below the range of the theory, and $q\ell$ is at most about 0.07. In this model there is no separate range of longer waves in which surface tension controls bending along $z$.

A segment with $L_y=1000$ Å has

$$L_z=\frac{1000^{3/2}}{\sqrt{0.345}}\simeq5.4\times10^4\ \text{Å},$$

so it is about 54 times longer along the polar axis.

Numerical integration over the region $K<\kappa$, using the full $K$, gives $2.854\times10^{-12}$ modes per Å$^2$ at $\kappa=10^{-11}$ eV/Å$^4$. The formula gives the same to these digits. Comparing the full count at $\kappa$ and $2\kappa$ yields $D=2.500$.

**Q:** Does that change anything measurable, such as thermal roughness?

**A:** It changes whether the roughness grows without limit. Let $T$ be the temperature in energy units. Equipartition gives

$$\langle u^2\rangle=T\int\frac{d^2q}{(2\pi)^2}\frac1K.$$

For a purely local wall, $K=\gamma q^2$. Keeping waves with $1/L<q<q_m$ gives

$$\langle u^2\rangle_{\rm loc}=\frac{T}{2\pi\gamma}\ln(Lq_m),$$

which diverges slowly with size. For the dipolar wall, consider the part missing because waves with $q<1/L$ are excluded. Let $\delta$ be the angle of $\mathbf q$ from the $y$ axis. Near $\delta=0$, $K\simeq\gamma q^2+Aq\delta^2$, and

$$\int_{-\infty}^{\infty}\frac{d\delta}{\gamma q^2+Aq\delta^2}=\frac{\pi}{q^{3/2}\sqrt{\gamma A}}.$$

The infinite limits are justified because the peak has width $\sqrt{q\ell}\ll1$. There is an equal peak at $\delta=\pi$. The missing part is

$$\frac{T}{4\pi^2}\int_0^{1/L}q\,dq\,\frac{2\pi}{q^{3/2}\sqrt{\gamma A}}
=\frac{T}{\pi\sqrt{\gamma AL}}.$$

It vanishes as $L^{-1/2}$, so the roughness converges. This is the power $2-D$ expected for $D=5/2$. The power applies to a wall of length $L$ along $y$ that is longer along $z$ than about $L^{3/2}/\sqrt\ell$. The prefactor belongs to the cutoff $q>1/L$; for a periodic wall of length $L$, whose longest wave along $y$ has $q=2\pi/L$, the missing part is about 1.8 times larger. In a shorter wall, of length $L_z$, the bends uniform along $z$ stand apart as separate modes without charge. With periodic edges they alone contribute

$$\frac{T}{LL_z}\sum_{n\ne0}\frac{1}{\gamma(2\pi n/L)^2}=\frac{TL}{12\gamma L_z},$$

which stays constant instead of vanishing if $L_z$ grows only in proportion to $L$.

At 300 K, $T=0.02585$ eV. With $q_m=1/(5\ \text{Å})$, the local wall has $\langle u^2\rangle=21.8$ Å$^2$ at $L=1000$ Å and 31.3 Å$^2$ at $L=10^4$ Å. Numerical integration of the full dipolar stiffness gives 1.91 and 2.02 Å$^2$, approaching 2.07 Å$^2$ for an infinite wall. The formula for the missing part at $L=10^4$ Å gives

$$\frac{0.02585}{\pi\sqrt{(0.001)(0.00290)(10^4)}}\simeq0.048\ \text{Å}^2,$$

in agreement with the difference. The limiting rms displacement is 1.4 Å. That value depends on the sharp cutoff at the wall width, so it is an estimate for this model; the approach to it at large $L$ does not depend on the cutoff.

**Q:** Real walls are held by defects. Does the stiffer wall ignore them?

**A:** It yields to them over longer distances. Let weak disorder exert a random force per area $f$, with zero mean and

$$\langle f(\mathbf r)f(\mathbf r')\rangle=\Delta\,\delta^2(\mathbf r-\mathbf r').$$

While the displacement is smaller than the disorder correlation length $\xi$, evaluate the force on the undisplaced wall. Then $u_{\mathbf q}=f_{\mathbf q}/K$ and

$$\langle u^2\rangle=\Delta\int\frac{d^2q}{(2\pi)^2}\frac1{K^2}.$$

For positive $a$ and $b$, differentiating $\int d\delta/(a+b\delta^2)=\pi/\sqrt{ab}$ with respect to $a$ gives

$$\int\frac{d\delta}{(a+b\delta^2)^2}=\frac{\pi}{2a^{3/2}b^{1/2}}.$$

Here $a=\gamma q^2$ and $b=Aq$. The two peaks together give $\pi/(\gamma^{3/2}A^{1/2}q^{7/2})$. For $L$ much larger than the wall width, the upper cutoff can be dropped:

$$\langle u^2\rangle=\frac{\Delta}{4\pi\gamma^{3/2}A^{1/2}}\int_{1/L}^{\infty}\frac{dq}{q^{5/2}}
=\frac{\Delta L^{3/2}}{6\pi\gamma^{3/2}A^{1/2}}.$$

The local wall gives

$$\langle u^2\rangle_{\rm loc}=\frac{\Delta}{2\pi\gamma^2}\int_{1/L}^{\infty}\frac{dq}{q^3}=\frac{\Delta L^2}{4\pi\gamma^2}.$$

In $D$ dimensions the same integral, $\int k^{D-1}dk/k^4$, grows as $L^{4-D}$. The powers $3/2$ and $2$ again correspond to $D=5/2$ and $D=2$. As with thermal roughness, the dipolar result requires a segment whose length along $z$ is at least about $L^{3/2}/\sqrt\ell$. Its prefactor again belongs to the cutoff $q>1/L$: a periodic segment of length $L$ along $y$ has the same power but only about 0.13 of this value. The lengths found below are therefore inverse wavenumbers, several times shorter than the segments they describe. In a large square segment, the charge-free bends uniform along $z$ dominate and bring back the power 2. The ratio of the dipolar to the local result is $\frac23\sqrt{\ell/L}$.

**Q:** At what size does the wall start to adapt to the defects?

**A:** Estimate it by setting $\langle u^2\rangle=\xi^2$. This defines the Larkin length, here measured along $y$:

$$L_c=\left(\frac{6\pi\xi^2\gamma^{3/2}A^{1/2}}{\Delta}\right)^{2/3}.$$

Choose $\xi=10$ Å and $\Delta=10^{-7}$ eV$^2$/Å$^4$. The bracket is

$$\frac{6\pi(100)(3.16\times10^{-5})(0.0538)}{10^{-7}}\simeq3.21\times10^4\ \text{Å}^{3/2},$$

so $L_c\simeq1.01\times10^3$ Å, or $1.91\times10^3$ bohr. The local wall would have $L_c=\sqrt{4\pi\xi^2\gamma^2/\Delta}\simeq112$ Å. Dipolar stiffness makes the length along $y$ nine times larger, and the corresponding length along $z$ is $L_c^{3/2}/\sqrt\ell\simeq5.5\times10^4$ Å.

Beyond $L_c$ the wall samples forces at new positions, and the linear calculation no longer applies. It does not determine the roughness there, or the law of thermally activated creep.

**Q:** Ferroelectrics often contain mobile carriers. Doesn't their screening undo the argument?

**A:** At long enough distance, yes. Let carriers in equilibrium respond linearly with the charge $-\varepsilon_a\phi/(4\pi\lambda^2)$, where $\lambda$ is the screening length. For dilute carriers this requires the potential energy of a unit charge to stay well below $T$, which limits the size of the bend. The equation for the potential becomes

$$\left(\sum_i\varepsilon_ik_i^2+\frac{\varepsilon_a}{\lambda^2}\right)\phi=4\pi\rho.$$

The interaction free energy is still $\frac12\rho^*\phi$ per mode, so $q_y^2$ under the square root is replaced by $q_y^2+\lambda^{-2}$. For $q\lambda\ll1$ the root tends to $\varepsilon_a/\lambda$, and

$$K\simeq\gamma q_y^2+(\gamma+A\lambda)q_z^2.$$

The wall remains stiffer along $z$, but its stiffness is now local. The region $K<\kappa$ is an ellipse of area $\pi\kappa/\sqrt{\gamma(\gamma+A\lambda)}$. Its linear growth with $\kappa$ restores $D=2$, and the thermal roughness again grows with the logarithm of the size.

For $\lambda=10^5$ Å, I evaluated the power of the numerical mode count between $\kappa=\gamma q^2$ and $2\gamma q^2$. At $q=10^{-3}$ Å$^{-1}$, where $q\lambda=100$, it gives $D=2.498$. At $q=10^{-8}$ Å$^{-1}$, where $q\lambda=0.001$, it gives $D=2.000$. The Larkin length found above corresponds to the first case, so this screening barely affects it. Such a long $\lambda$ means very few carriers: for dilute carriers of unit charge the density is $\varepsilon_aT/(4\pi\lambda^2)$, about $7\times10^{11}$ cm$^{-3}$ at 300 K. With linear screening, $L_c$ falls to about 960 Å at $\lambda=10^3$ Å and to about 640 Å at $\lambda=100$ Å, or $7\times10^{17}$ cm$^{-3}$. For $\lambda=10^5$ Å the rms potential on the wall at the Larkin scale is 0.022 V, so the energy of a unit charge is comparable to $T$ and linear screening is only an estimate there.

**Q:** Then what may I safely say about a real wall?

**A:** If pinning by the atomic lattice is negligible and the two domains have the same spontaneous strain, a single, nearly flat wall in a large uniaxial crystal has effective dimension $5/2$ when $L_y$ is well above both its width and $\ell$, but well below the screening length. The condition on the lattice matters. A crystal favors some wall positions over others, and for small displacements about a favored position this adds a constant $m$ to $K$. The mode count above applies only while $\gamma q_y^2$ is much larger than $m$. Thermal motion weakens this pinning, but without carriers the roughness stays finite and does not average the pinning away. The condition on strain matters too. In crystals such as KDP or Rochelle salt the wall also reverses a spontaneous shear, and a bend along $y$ then costs an elastic energy of first order in $q$. At long wavelength $K$ is then of first order in $q$ in every direction, the mode count grows as $\kappa^2$, and the value $5/2$ does not apply. The calculation also assumes one wall in an unbounded crystal. Neighboring walls that bend together carry opposite charges and cancel the long-range field, so where they are free to move, $L_y$ must also be well below their spacing. Surfaces and electrodes change the field too, and the soft bends are long: with the numbers above, half a wave along $z$, of length $\pi L_z$, fits into a crystal 1000 Å thick in that direction only if $L_y$ is below about 33 Å.
